# The Kato–Temple Bound and Davidson Thresholds for Energies and Densities: verification in Python

```python
"""
Result under test: for a normalized vector x with Rayleigh quotient theta and
residual norm rho, theta - E0 <= rho^2/(E1 - theta) whenever theta < E1.
E0, E1: lowest two eigenvalues in the symmetry sector of x.
sin(phi): norm of the part of x orthogonal to the exact eigenvector.
Density-matrix error (spectral norm, spin-summed) <= 2 sin(phi), and
sin(phi) <= rho/(E1 - theta). These bounds give Davidson thresholds.
Example: NH3, STO-3G, frozen lowest orbital, full CI of 8 electrons in 7
orbitals. Atomic units are used unless a label says otherwise.
"""
import numpy as np
from scipy.constants import physical_constants
from pyscf import gto, scf, mcscf, fci

rng = np.random.default_rng(7)
hartree_ev = physical_constants["Hartree energy in eV"][0]


def quotient_and_residual(matrix, x):
    theta = x @ matrix @ x
    return theta, np.linalg.norm(matrix @ x - theta * x)


# General inequalities on random symmetric matrices.
count_ground = count_interior = count_gap_form = 0
for trial in range(600):
    a = rng.normal(size=(12, 12))
    a = (a + a.T) / 2
    levels, vectors = np.linalg.eigh(a)
    k = trial % 6
    x = vectors[:, k] + rng.uniform(0.01, 0.25) * rng.normal(size=12)
    x /= np.linalg.norm(x)
    theta, rho = quotient_and_residual(a, x)
    lower = levels[k - 1] if k > 0 else -np.inf
    upper = levels[k + 1]
    if not lower < theta < upper:
        continue
    assert theta - levels[k] <= rho**2 / (upper - theta) + 1e-11
    if k > 0:
        assert levels[k] - theta <= rho**2 / (theta - lower) + 1e-11
        count_interior += 1
    else:
        count_ground += 1
        gap = levels[1] - levels[0]
        if rho <= gap / 2 and theta < (levels[0] + levels[1]) / 2:
            root = np.sqrt(gap**2 - 4 * rho**2)
            assert theta - levels[0] <= 2 * rho**2 / (gap + root) + 1e-11
            count_gap_form += 1
    v = vectors[:, k]
    sine = np.linalg.norm(x - v * (v @ x))
    assert sine <= rho / np.min(np.abs(np.delete(levels, k) - theta)) + 1e-11
    spectrum = np.linalg.eigvalsh(np.outer(x, x) - np.outer(v, v))
    assert abs(spectrum[-1] - sine) < 1e-10
    assert abs(spectrum[0] + sine) < 1e-10
assert min(count_ground, count_interior, count_gap_form) >= 10

# Two levels: equality with E1-theta, violation with E1-E0.
two_gap, two_weight = 1.0, 0.1
two_matrix = np.diag([0.0, two_gap])
two_x = np.array([np.sqrt(1 - two_weight), np.sqrt(two_weight)])
two_theta, two_rho = quotient_and_residual(two_matrix, two_x)
two_temple = two_rho**2 / (two_gap - two_theta)
two_naive = two_rho**2 / two_gap
assert abs(two_temple - two_theta) < 1e-13
assert two_naive < two_theta - 1e-3

# NH3 full CI matrix in the active orbitals.
bond, polar_deg = 1.0, 110.0
polar = np.deg2rad(polar_deg)
atoms = [("N", (0.0, 0.0, 0.0))]
for azimuth in np.deg2rad([0.0, 120.0, 240.0]):
    atoms.append(("H", (bond * np.sin(polar) * np.cos(azimuth),
                        bond * np.sin(polar) * np.sin(azimuth),
                        bond * np.cos(polar))))
mol = gto.M(atom=atoms, basis="sto-3g", unit="Angstrom", verbose=0)
mf = scf.RHF(mol)
mf.conv_tol = 1e-11
mf.kernel()
assert mf.converged
norb, nelec = 7, (4, 4)
cas = mcscf.CASCI(mf, norb, 8)
h1, e_const = cas.get_h1eff()
h2 = cas.get_h2eff()
solver = fci.direct_spin1
h_total = solver.absorb_h1e(h1, h2, norb, nelec, 0.5)
nstr = fci.cistring.num_strings(norb, 4)
ndet = nstr**2
full_h = np.empty((ndet, ndet))
for j in range(ndet):
    unit = np.zeros(ndet)
    unit[j] = 1.0
    full_h[:, j] = solver.contract_2e(
        h_total, unit.reshape(nstr, nstr), norb, nelec).ravel()
assert np.max(np.abs(full_h - full_h.T)) < 1e-10
full_h = (full_h + full_h.T) / 2
full_levels, full_vectors = np.linalg.eigh(full_h)

# Sector even under exchange of alpha and beta strings.
columns = []
for i in range(nstr):
    for j in range(i + 1):
        c = np.zeros((nstr, nstr))
        c[i, j] = c[j, i] = 1.0
        columns.append(c.ravel() / np.linalg.norm(c))
to_full = np.array(columns).T
h = to_full.T @ full_h @ to_full
assert np.max(np.abs(full_h @ to_full - to_full @ h)) < 1e-9
h = (h + h.T) / 2
levels, vectors = np.linalg.eigh(h)
nsec = len(levels)
e0, e1 = levels[:2]
psi = vectors[:, 0]
assert abs(e0 - full_levels[0]) < 1e-10


def ci_array(v):
    return np.ascontiguousarray((to_full @ v).reshape(nstr, nstr))


def density_matrix(v):
    return solver.make_rdm1(ci_array(v), norb, nelec)


def spin_squared(c):
    return fci.spin_op.spin_square(c, norb, nelec)[0]


s2_ground = spin_squared(ci_array(psi))
s2_next = spin_squared(ci_array(vectors[:, 1]))
s2_full = spin_squared(
    np.ascontiguousarray(full_vectors[:, 1].reshape(nstr, nstr)))
assert abs(s2_ground) < 1e-6 and abs(s2_next) < 1e-6
assert abs(s2_full - 2) < 1e-6

# Range of the N-electron z operator: orbital filling against diagonalization.
orbitals = cas.mo_coeff[:, 1:1 + norb]
z_orb = orbitals.T @ mol.intor("int1e_r")[2] @ orbitals
z_levels = np.linalg.eigvalsh(z_orb)
z_range = 2 * (z_levels[-4:].sum() - z_levels[:4].sum())
z_full = np.empty((ndet, ndet))
for j in range(ndet):
    unit = np.zeros(ndet)
    unit[j] = 1.0
    z_full[:, j] = solver.contract_1e(
        z_orb, unit.reshape(nstr, nstr), norb, nelec).ravel()
z_many = np.linalg.eigvalsh((z_full + z_full.T) / 2)
assert abs(z_many[-1] - z_many[0] - z_range) < 1e-8

gamma_exact = density_matrix(psi)


def density_error(v):
    difference = density_matrix(v) - gamma_exact
    return np.linalg.norm(difference, 2), abs(np.sum(z_orb * difference))


# Orders of the errors for two kinds of admixture to the exact vector.
transition = np.array([
    solver.trans_rdm1(ci_array(psi), ci_array(unit), norb, nelec).ravel()
    for unit in np.eye(nsec)]).T
silent = rng.normal(size=nsec)
for _ in range(2):
    silent -= np.linalg.pinv(transition, rcond=1e-10) @ (transition @ silent)
silent /= np.linalg.norm(silent)
assert abs(silent @ psi) < 1e-9


def error_ratios(y):
    errors = []
    for angle in (1e-2, 1e-3):
        v = np.cos(angle) * psi + np.sin(angle) * y
        errors.append((v @ h @ v - e0, density_error(v)[0]))
    return errors[0][0] / errors[1][0], errors[0][1] / errors[1][1]


ratio_e, ratio_d = error_ratios(vectors[:, 1])
ratio_e_silent, ratio_d_silent = error_ratios(silent)
assert abs(ratio_e - 100) < 0.1 and abs(ratio_d - 10) < 0.5
assert abs(ratio_e_silent - 100) < 0.1 and abs(ratio_d_silent - 100) < 0.1

# Davidson iteration for four roots, without restart.
nroots, nstart = 4, 20
diagonal = np.diag(h)
basis = np.eye(nsec)[:, np.argsort(diagonal)[:nstart]]
history = []
converged = False
for iteration in range(1, 26):
    small_values, small_vectors = np.linalg.eigh(basis.T @ h @ basis)
    ritz = basis @ small_vectors[:, :nroots]
    residuals = h @ ritz - ritz * small_values[:nroots]
    norms = np.linalg.norm(residuals, axis=0)
    x = ritz[:, 0] / np.linalg.norm(ritz[:, 0])
    theta, rho = quotient_and_residual(h, x)
    deviation = x - psi * (psi @ x)
    # Equal to theta-E0, but free of cancellation between large energies.
    energy_error = deviation @ (h @ deviation - e0 * deviation)
    assert abs(energy_error - (theta - e0)) < 1e-11
    sine = np.linalg.norm(deviation)
    d_error, z_error = density_error(x)
    slack = 1 + 1e-5  # rounding in the reference eigenvector
    assert theta < e1 and small_values[1] >= e1 - 1e-11
    assert energy_error <= slack * rho**2 / (e1 - theta)
    assert sine <= slack * rho / (e1 - theta)
    assert sine**2 <= slack * energy_error / (e1 - e0)
    assert d_error <= slack * 2 * sine
    assert z_error <= slack * z_range * sine
    safe_gap = small_values[1] - norms[1] - theta
    history.append(dict(it=iteration, theta=theta, rho=rho, rho1=norms[1],
                        gap=safe_gap, e=energy_error, d=d_error, z=z_error,
                        ritz_gap=small_values[1] - theta))
    if rho < 1e-6 and norms[1] < 1e-2:
        converged = True
        break
    for k in range(nroots):
        if norms[k] < 1e-7:
            continue
        denominator = small_values[k] - diagonal
        denominator = np.where(np.abs(denominator) < 1e-3, 1e-3, denominator)
        step = residuals[:, k] / denominator
        step /= np.linalg.norm(step)
        for _ in range(3):
            step -= basis @ (basis.T @ step)
            step /= np.linalg.norm(step)
        basis = np.column_stack([basis, step])
assert converged
for before, after in zip(history, history[1:]):
    assert after["theta"] <= before["theta"] + 1e-11
last = history[-1]
assert 0 < last["gap"] <= e1 - last["theta"] + 1e-11

# Thresholds and the first iteration that meets each of them.
target_e, target_d, target_z = 1e-8, 1e-5, 1e-4
rules = {
    "energy": (target_e, "e", lambda g: np.sqrt(target_e * g)),
    "density matrix": (target_d, "d", lambda g: target_d * g / 2),
    "dipole z": (target_z, "z", lambda g: target_z * g / z_range),
}
stops = {}
for name, (target, key, threshold) in rules.items():
    stops[name] = next(row for row in history
                       if row["rho1"] < 0.05 and row["gap"] > 0
                       and row["rho"] <= threshold(row["gap"]))
    row = stops[name]
    assert row["gap"] <= e1 - row["theta"] + 1e-11
    assert row[key] <= target

# A converged excited vector has a tiny residual but the wrong energy.
wrong_theta, wrong_rho = quotient_and_residual(h, vectors[:, 1])
assert wrong_rho < 1e-10 and wrong_theta - e0 > 0.01

print(f"two-level gap {two_gap:.3f}, upper-level weight {two_weight:.3f}")
print(f"two-level error {two_theta:.4f}, rho^2 {two_rho**2:.4f}")
print(f"two-level bound with E1-theta {two_temple:.4f}, "
      f"with E1-E0 {two_naive:.4f}")
print(f"random tests: ground {count_ground}, interior {count_interior}, "
      f"true-gap form {count_gap_form}")
print(f"NH3: N-H {bond:.2f} angstrom, bond to axis {polar_deg:.1f} degrees")
print(f"determinants {ndet}, even-sector dimension {nsec}")
print(f"RHF energy {mf.e_tot:.8f} hartree")
print(f"CI ground energy {e0 + e_const:.8f} hartree")
print(f"E1-E0 in sector {e1 - e0:.6f} hartree = "
      f"{(e1 - e0) * hartree_ev:.4f} eV, <S^2> of E1 {abs(s2_next):.3f}")
print(f"next root of whole matrix minus E0 "
      f"{full_levels[1] - e0:.6f} hartree, <S^2> {s2_full:.3f}")
print(f"range W of electronic z {z_range:.4f} bohr")
print("error ratios for a tenfold smaller angle (energy, density matrix):")
print(f"  first excited singlet admixed {ratio_e:.2f}, {ratio_d:.2f}")
print(f"  zero transition density {ratio_e_silent:.2f}, "
      f"{ratio_d_silent:.2f}")
print(f"Davidson: {nroots} roots, {nstart} starting configurations")
print("it  rho/Eh    E error/Eh  E bound/Eh  DM error  DM bound  z err/bohr")
for row in history:
    g = e1 - row["theta"]
    print(f"{row['it']:2d}  {row['rho']:.2e}  {row['e']:.2e}    "
          f"{row['rho']**2 / g:.2e}    {row['d']:.2e}  "
          f"{2 * row['rho'] / g:.2e}  {row['z']:.2e}")
print(f"last iteration: theta1-theta {last['ritz_gap']:.6f}, "
      f"rho1 {last['rho1']:.2e}, safe gap G {last['gap']:.6f} hartree")
for name, (target, key, threshold) in rules.items():
    row = stops[name]
    print(f"{name}: target {target:.0e}, threshold with last G "
          f"{threshold(last['gap']):.3e} hartree")
    print(f"  met at iteration {row['it']}, G there {row['gap']:.6f} hartree, "
          f"true error {row[key]:.2e}")
row = stops["energy"]
print(f"at the energy stop: DM error {row['d']:.2e}, "
      f"DM bound {2 * row['rho'] / row['gap']:.2e}")
if row["it"] > 1:
    drop = history[row["it"] - 2]["theta"] - row["theta"]
    print(f"last energy drop at the energy stop {drop:.2e} hartree")
print(f"energy bound implied by DM threshold "
      f"{target_d**2 * last['gap'] / 4:.2e} hartree")
print(f"excited vector: residual below 1e-10 is {wrong_rho < 1e-10}, "
      f"energy error {wrong_theta - e0:.6f} hartree")
print("every check passed")
```

Output:

```
two-level gap 1.000, upper-level weight 0.100
two-level error 0.1000, rho^2 0.0900
two-level bound with E1-theta 0.1000, with E1-E0 0.0900
random tests: ground 73, interior 416, true-gap form 12
NH3: N-H 1.00 angstrom, bond to axis 110.0 degrees
determinants 1225, even-sector dimension 630
RHF energy -55.45158879 hartree
CI ground energy -55.51393282 hartree
E1-E0 in sector 0.533140 hartree = 14.5075 eV, <S^2> of E1 0.000
next root of whole matrix minus E0 0.479240 hartree, <S^2> 2.000
range W of electronic z 6.3234 bohr
error ratios for a tenfold smaller angle (energy, density matrix):
  first excited singlet admixed 100.00, 9.99
  zero transition density 100.00, 100.00
Davidson: 4 roots, 20 starting configurations
it  rho/Eh    E error/Eh  E bound/Eh  DM error  DM bound  z err/bohr
 1  3.47e-01  5.87e-02    2.53e-01    2.23e-02  1.46e+00  7.50e-03
 2  8.64e-02  2.61e-03    1.41e-02    4.94e-03  3.26e-01  1.27e-03
 3  1.51e-02  6.84e-05    4.28e-04    1.37e-03  5.66e-02  1.28e-04
 4  1.88e-03  1.25e-06    6.64e-06    3.33e-04  7.06e-03  5.55e-05
 5  3.87e-04  5.13e-08    2.81e-07    4.17e-05  1.45e-03  1.60e-06
 6  6.23e-05  1.20e-09    7.27e-09    3.91e-06  2.34e-04  3.71e-06
 7  1.00e-05  3.31e-11    1.87e-10    6.67e-07  3.75e-05  8.73e-07
 8  1.47e-06  7.83e-13    4.05e-12    1.64e-07  5.51e-06  7.33e-08
 9  2.56e-07  2.25e-14    1.23e-13    2.27e-08  9.59e-07  1.04e-08
last iteration: theta1-theta 0.533140, rho1 4.14e-06, safe gap G 0.533136 hartree
energy: target 1e-08, threshold with last G 7.302e-05 hartree
  met at iteration 6, G there 0.532820 hartree, true error 1.20e-09
density matrix: target 1e-05, threshold with last G 2.666e-06 hartree
  met at iteration 8, G there 0.533124 hartree, true error 1.64e-07
dipole z: target 1e-04, threshold with last G 8.431e-06 hartree
  met at iteration 8, G there 0.533124 hartree, true error 7.33e-08
at the energy stop: DM error 3.91e-06, DM bound 2.34e-04
last energy drop at the energy stop 5.01e-08 hartree
energy bound implied by DM threshold 1.33e-11 hartree
excited vector: residual below 1e-10 is True, energy error 0.533140 hartree
every check passed
```
